# The weak-friction Kramers escape rate, derived in two ways, part 2

How fast does a classical particle of mass \(m\) escape from a well \(V(x)\) when weak friction limits its energy supply? The well has its minimum \(V=0\) at \(x=0\), bottom frequency \(\omega_0\) and exit energy \(E_b\). Friction is \(-\gamma p\), with memoryless thermal noise, and \(\beta=1/kT\). The algebra is in atomic units. In \(kT\), \(T\) is the temperature; otherwise \(T(E)=dS/dE\) is the period, where \(S(E)=\oint p\,dx\) is the full-loop action. Write \(S_b=S(E_b)\) and \(\delta=\gamma S_b/kT\).

The first derivation, energy diffusion, removed particles at \(E_b\) and put them back at the bottom. With constant flux \(J\), the energy density \(\rho\) and mean escape time \(\tau\) are

\[
\rho(E)=J\,T(E)\,e^{-\beta E}\int_E^{E_b}\frac{e^{\beta E'}}{\gamma kT\,S(E')}\,dE',
\]

\[
\tau=\int_0^{E_b}dE'\,\frac{e^{\beta E'}}{\gamma kT\,S(E')}\int_0^{E'}dE\;T(E)\,e^{-\beta E}.
\]

The energy variance grows at the rate \(2\gamma kT\,S/T\). For \(\beta E_b\gg1\) and \(\delta\ll1\), the escape rate is \(k=\delta\,k_{\rm TST}\), with transition-state rate

\[
k_{\rm TST}=\frac{\omega_0}{2\pi}\,e^{-\beta E_b}.
\]

Whether absorption at \(E_b\) is justified was left open.

The tests used the cubic well \(V=\tfrac12m\omega_0^2x^2\,[1-2x/(3x_b)]\), with its maximum at \(x_b\), and the Morse well \(V=D(1-e^{-ax})^2\), which has a flat rim at \(E_b=D\), \(\omega_0=a\sqrt{2D/m}\) and \(S_b=4\pi D/\omega_0\).

The second derivation follows the particle between approaches to the exit, with \(\varepsilon=(E-E_b)/kT\). If \(\varepsilon>0\) it leaves; if \(\varepsilon<0\) it makes another loop. Each loop changes \(\varepsilon\) by a Gaussian step \(\xi\) of mean \(-\delta\) and variance \(2\delta\):

\[
g(\xi)=\frac{1}{\sqrt{4\pi\delta}}\exp\left[-\frac{(\xi+\delta)^2}{4\delta}\right].
\]

It obeys detailed balance,

\[
g(\xi)=e^{-\xi}g(-\xi),
\]

and hence \(\langle e^{\xi}\rangle=1\).

### How many particles approach the exit

In equilibrium the number of particles in \(dE\) is \(T e^{-\beta E}dE/Z\), where \(Z=\int T e^{-\beta E}dE\simeq2\pi kT/\omega_0\). Each approaches the exit once per period, so the number of approaches per unit time is \(e^{-\beta E}dE/Z\). With \(dE=kT\,d\varepsilon\) this becomes

\[
\frac{\omega_0}{2\pi}\,e^{-\beta E_b}\,e^{-\varepsilon}d\varepsilon=k_{\rm TST}\,e^{-\varepsilon}d\varepsilon .
\]

If equilibrium held above the exit as well, integration over \(\varepsilon>0\) would give \(k_{\rm TST}\). With weak friction it does not hold. Let the true number of approaches per unit time be \(k_{\rm TST}f(\varepsilon)\,d\varepsilon\). Only particles that previously turned back can return, so in the steady state

\[
f(\varepsilon)=\int_{-\infty}^{0}f(\varepsilon')\,g(\varepsilon-\varepsilon')\,d\varepsilon' .
\]

Deep in the well \(f\) must approach the equilibrium form \(e^{-\varepsilon}\). The escape rate follows from

\[
\frac{k}{k_{\rm TST}}=\int_0^\infty f(\varepsilon)\,d\varepsilon .
\]

### The steady state as a capture probability

Write \(f=e^{-\varepsilon}h\). Detailed balance gives \(e^{-\varepsilon'}g(\varepsilon-\varepsilon')=e^{-\varepsilon}g(\varepsilon'-\varepsilon)\), so the integral equation becomes

\[
h(\varepsilon)=\int_{-\infty}^{0}g(\varepsilon'-\varepsilon)\,h(\varepsilon')\,d\varepsilon' .
\]

This is the equation for a capture probability. A particle starting a loop at \(\varepsilon\) is captured if its next approach has \(\varepsilon'<0\) and it is captured from there. Thus \(h(\varepsilon)\) is the probability that all later approaches lie below zero, so that the particle sinks into the well. It tends to one far below the exit, as required.

For \(\varepsilon<0\), the probability \(P(\varepsilon)=1-h(\varepsilon)\) that the particle escapes before sinking can be found without solving the equation. Because \(\langle e^{\xi}\rangle=1\), the mean value of \(e^{\varepsilon}\) does not change from one approach to the next. Stop the walk when it first rises above zero or falls below a deep level \(-L\). On escape the energy is \(\varepsilon=R\), where \(R>0\) is the overshoot above the exit. On sinking, \(e^{\varepsilon}\) is at most \(e^{-L}\). Equating the initial and final means and letting \(L\to\infty\),

\[
e^{\varepsilon}=P(\varepsilon)\,\langle e^{R}\rangle,\qquad P(\varepsilon)=\frac{e^{\varepsilon}}{\langle e^{R}\rangle}.
\]

For a start many step lengths below the exit, the distribution of \(R\) no longer depends on the starting point. There \(f=e^{-\varepsilon}(1-P)\) becomes

\[
f(\varepsilon)=e^{-\varepsilon}-C,\qquad C=\frac{1}{\langle e^{R}\rangle}.
\]

### The escaping current

In the steady state, the number of particles escaping per unit time equals the net number crossing any deep level \(-L\) upward. This current can be computed from the deep form of \(f\).

The part \(e^{-\varepsilon}\) carries no current, because by detailed balance its upward and downward crossings cancel in pairs. For a uniform density of one, a step \(\xi>0\) crosses the level upward from a strip of width \(\xi\), and a step \(\xi<0\) crosses it downward from a strip of width \(|\xi|\). The net upward current is

\[
\int_0^\infty\xi\,g(\xi)\,d\xi-\int_{-\infty}^0|\xi|\,g(\xi)\,d\xi=\langle\xi\rangle=-\delta .
\]

The density present is \(-C\), so its current is \(+C\delta\). Therefore

\[
\frac{k}{k_{\rm TST}}=\frac{\delta}{\langle e^{R}\rangle}.
\]

As \(\delta\to0\) the steps shrink, the overshoot vanishes, and \(\langle e^R\rangle\to1\). This again gives \(k=\delta\,k_{\rm TST}\).

### How much the edge matters

The size of the overshoot can be bounded. Suppose that the last approach before escape was at \(-z\), with \(z>0\). The next step must exceed \(z\), and the overshoot has a distribution proportional to \(g(z+R)\). From the Gaussian form, \(g(z+R)/g(R)\) is proportional to \(e^{-zR/2\delta}\), which decreases with \(R\). A larger gap therefore shifts the weight toward smaller overshoots, and \(\langle e^R\rangle\) is at most its value for \(z=0\):

\[
1\le\langle e^R\rangle\le\frac{\int_0^\infty e^{\xi}g(\xi)\,d\xi}{\int_0^\infty g(\xi)\,d\xi}=\frac{\mathrm{Prob}(\xi<0)}{\mathrm{Prob}(\xi>0)} .
\]

The numerator was rewritten with \(e^{\xi}g(\xi)=g(-\xi)\). Let \(q=\mathrm{erf}(\sqrt\delta/2)\). The two probabilities are \((1+q)/2\) and \((1-q)/2\), so the fractional loss of rate relative to \(\delta k_{\rm TST}\) obeys

\[
1-\frac{1}{\langle e^R\rangle}\le\frac{2q}{1+q}\le2q\le2\sqrt{\frac{\delta}{\pi}} .
\]

The last step uses \(\mathrm{erf}(y)\le2y/\sqrt\pi\). The loss vanishes at least as fast as \(\sqrt\delta\).

A numerical solution of the integral equation for \(f\) gives its actual size: 0.0790 for \(\delta=0.01\) and 0.0403 for \(\delta=0.0025\). Both lie below the bounds, 0.113 and 0.056. When \(\delta\) falls by a factor of four, the loss falls by 1.96, close to the factor of two expected of a square root. This answers the question left open by the first derivation: absorption at \(E_b\) is correct in the limit \(\delta\to0\), and the error is of order \(\sqrt\delta\), not \(\delta\).

### What each derivation assumes

Both derivations treat the motion as classical, with memoryless friction and noise tied together by the temperature. Both exclude return after escape, and both need a high barrier, so that the bottom of the well is in equilibrium.

They meet in the region just below the exit. With \(S\simeq S_b\), the first derivation gives a phase-space density \(\rho/T\) proportional to

\[
e^{-\beta E}\int_E^{E_b}e^{\beta E'}dE'\;\propto\;e^{-\varepsilon}-1 .
\]

The second gives \(e^{-\varepsilon}-C\), with \(C\to1\). The missing constant is the mark of escape: equilibrium is depleted within about \(kT\) of the exit.

They differ in what they approximate. Energy diffusion keeps the dependence of \(S\) and \(T\) on energy throughout the well. It therefore yields the corrections for a finite barrier, including the slow one for a flat rim. It takes the energy to change continuously and imposes the absorbing edge. The loop-to-loop walk replaces \(S\) by \(S_b\) and loses those corrections, but it derives the edge condition and gives its error.

The walk also shows how the weak-friction formula breaks down. Since \(h\) is a probability, \(\int_0^\infty e^{-\varepsilon}h\,d\varepsilon\le1\), and the walk never gives a rate above \(k_{\rm TST}\). The formula \(k=\delta k_{\rm TST}\) would exceed it for \(\delta>1\), outside its range. At still larger friction the motion within a single loop is damped, and neither derivation applies.

### Iodine vapour in helium

A diatomic molecule has a single vibration, which makes it a natural case for a one-coordinate model. Consider iodine molecules dissociating in helium at \(T=1000\) K and a pressure of 10 Torr. Rough typical parameters are a Morse depth \(D=1.50\) eV, \(a=1.90\) Å\(^{-1}\) and a bond length \(r_e=2.70\) Å. The mass in the vibration is the reduced mass, half the iodine atomic mass \(M=126.90\) amu.

Helium atoms striking each iodine atom supply the friction. Take hard spheres with a rough collision distance \(\sigma=3.50\) Å, helium number density \(n\), and iodine–helium reduced mass \(\mu_g\). The impact parameter for scattering angle \(\chi\) is \(\sigma\cos(\chi/2)\), which makes scattering isotropic in the relative frame. A collision at relative velocity \(\mathbf v\) therefore transfers, on average, the momentum \(\mu_g\mathbf v\). For a slow drift \(u\) of the iodine atoms, expanding the Maxwell distribution to first order in \(u\) gives the drag

\[
F=n\pi\sigma^2\mu_g\,\frac{\mu_g u}{3kT}\,\langle v^3\rangle,\qquad
\langle v^3\rangle=\frac{4}{\sqrt\pi}\left(\frac{2kT}{\mu_g}\right)^{3/2}.
\]

Setting \(F=M\gamma u\),

\[
\gamma=\frac{8}{3}\,\frac{n\sigma^2}{M}\sqrt{2\pi\mu_g kT} .
\]

If each atom is struck as though the other were absent, both feel the same \(\gamma\), and their relative velocity is damped at this rate too. This overstates the friction: with \(\sigma=3.50\) Å and a separation \(r\) near 2.7 Å the two collision spheres overlap along the bond. Counting only the exposed surface, and ignoring double collisions, multiplies the friction on the vibration by \([1+(r/2\sigma)^3]/2\). This is 0.53 at \(r_e\) and about 0.6 when weighted by the action of the rim orbit. The numbers below leave this factor out. The result is \(\gamma=3.54\times10^{6}\) s\(^{-1}\), far below the vibration frequency \(\omega_0=4.058\times10^{13}\) s\(^{-1}\).

With \(kT=0.08617\) eV, \(D/kT=17.41\). The action at the rim is

\[
S_b=\frac{4\pi D}{\omega_0}=\frac{4\pi\times1.50\ \text{eV}}{0.04058\ \text{fs}^{-1}}=464.5\ \text{eV fs},
\]

or 705.7 in atomic units, where \(\hbar=1\). Then

\[
\delta=\frac{(3.539\times10^{-9}\ \text{fs}^{-1})(464.5\ \text{eV fs})}{0.08617\ \text{eV}}=1.91\times10^{-5}.
\]

The transition-state rate is \(6.459\times10^{12}\,e^{-17.407}=1.78\times10^{5}\) s\(^{-1}\), and the weak-friction rate is \(k=\delta k_{\rm TST}=3.4\) s\(^{-1}\). At this pressure the supply of energy reduces the rate by a factor of about 50,000.

In this model \(\gamma\), and hence \(k\), is proportional to pressure at fixed temperature. At fixed pressure \(n\propto1/T\), so \(\gamma\propto T^{-1/2}\) and \(k\propto T^{-3/2}e^{-D/kT}\). The rate is 0.58 s\(^{-1}\) at 900 K and 14 s\(^{-1}\) at 1100 K.

### What the example leaves out

**Finite depth.** The double integral for \(\tau\), evaluated for this Morse well, multiplies the rate by 0.75.

**Rotation.** At angular momentum \(L\) the potential gains \(c/r^2\), where \(r\) is the atomic separation and \(c=L^2/2\mu\), with \(\mu\) the reduced mass of the molecule. The exit becomes a maximum of height \(V_c\), with barrier action \(S_c\). The number of rotational states is proportional to \(L\,dL\), hence to \(dc\). If \(L\) stays fixed while the energy diffuses, and the molecule in the well is treated as having length \(r_e\), the rate is multiplied by

\[
\frac{\int dc\,(S_c/S_b)\,e^{-\beta(V_c-D)}}{\int dc\,e^{-\beta c/r_e^2}} .
\]

This factor is 3.5. At the exit the atoms are farther apart than in the well, so less energy is tied up in rotation. Collisions also change \(L\), so the factor is an estimate.

**Finite collision steps.** Each iodine atom is struck at the rate \(\nu=n\pi\sigma^2\sqrt{8kT/\pi\mu_g}\), so that \(\gamma/\nu=\tfrac43\mu_g/M\). Dividing the growth rate of the energy variance, \(2\gamma kT\,S/T\), by the collision rate \(2\nu\) gives an estimate of the mean square step. Here \(T\) in \(S/T\) is the period. At a depth \(kT\) below the rim the estimated root-mean-square step is \(0.51\,kT\), which is not very small. Most loops contain no collision at all, so the Gaussian loop step does not describe this gas in detail. Treating the collision steps as a Gaussian walk of the same variance gives a factor of about 0.7.

**Smaller effects.** The edge loss for a Gaussian loop step at this \(\delta\) is about 0.4%. With \(\hbar\omega_0/kT=0.31\), replacing the classical vibrational population by that of a quantum harmonic oscillator raises the rate by 0.4%.

The larger factors are not independent, since rotation changes the shape of the rim, so their product would not be a reliable correction. Rotation is the largest effect sized here. The rate is also sensitive to the rounded depth: for a Morse well \(k=2\gamma\beta D\,e^{-\beta D}\), so the spectroscopic depth of about 1.556 eV in place of 1.50 eV lowers it from 3.4 to 1.8 s\(^{-1}\).

Iodine serves as a transport agent in crystal growth and metal deposition, at temperatures that include the range used here. In such equipment iodine vapour itself may be the main collision partner, and hot walls may dissociate the molecules. The helium carrier at 10 Torr is a condition chosen for this example. Excited electronic states, recombination, the finite duration of real collisions and the dependence of drag on speed are also omitted, and none of these has been sized. The value 3.4 s\(^{-1}\) is therefore a one-dimensional model estimate and not a predicted laboratory rate. The numerical output lists the values used.

## Computed values

```
MODEL TESTS (mass = w0 = kT = 1)
cubic well, barrier 3: action S_b = 21.6000
orbit at 0.8 barrier: period = 7.7538, dS/dE = 7.7538
same orbit: integral v^2 dt = 16.3669
gamma 0.002: simulated rate = 2.447e-04 +- 5.9e-06
gamma 0.002: energy-diffusion rate = 2.491e-04
gamma 0.004: simulated rate = 4.751e-04 +- 1.2e-05
gamma 0.004: energy-diffusion rate = 4.982e-04
simulated rate ratio, gamma doubled = 1.942
barrier/kT 10: formula/exact cubic 1.1872, Morse 1.5580
barrier/kT 40: formula/exact cubic 1.0422, Morse 1.1873
barrier/kT 160: formula/exact cubic 1.0113, Morse 1.0805
Morse rim correction times sqrt(D/kT), D/kT=1e4: 0.9014
cycle map, delta 0.0100: fractional rate loss = 0.0790
cycle map, delta 0.0025: fractional rate loss = 0.0403
edge loss / sqrt(delta) = 0.806
IODINE IN HELIUM (rough model parameters)
well depth D = 1.50 eV; Morse a = 1.90 1/angstrom
bond length = 2.70 angstrom; collision distance = 3.50 angstrom
masses: I = 126.90 amu, He = 4.0026 amu
temperature = 1000 K; pressure = 10 Torr
kT = 0.08617 eV; D/kT = 17.407
w0 = 4.0582e+13 1/s; w0/2pi = 6.4588e+12 1/s
action S_b = 464.49 eV fs = 705.7 hbar
friction gamma = 3.539e+06 1/s
delta = gamma S_b/kT = 1.908e-05
transition-state rate = 1.780e+05 1/s
weak-friction rate = 3.396 1/s
weak-friction rate at 900 K = 0.575 1/s
weak-friction rate at 1100 K = 14.326 1/s
NEGLECTED EFFECTS (factor on the 1000 K rate)
finite well depth: 0.746
rotation, fixed angular momentum: 3.49
rms energy step per collision, kT below rim = 0.509 kT
finite collision step (estimate): 0.71
edge loss of cycle map: 0.9965
hbar w0/kT = 0.310; quantized vibration: 1.0040
```
